# Expanding the DKH1 and DKH2 Hamiltonians in powers of 1/c: verification in Python

```python
"""
Result under test (Hartree atomic units, rest energy subtracted):
  H_DKH1 = p^2/2 + V - p^4/(8c^2) + lap(V)/(8c^2)
           + sigma.(grad V x p)/(4c^2) + O(c^-4)
  H_DKH2 - H_DKH1 = (grad V)^2/(8c^4) + O(c^-6)    for smooth V.
Symbols: c speed of light, p momentum, V potential energy, sigma Pauli
matrices, kappa the Dirac angular quantum number, l and lbar the orbital
momenta of the upper and lower components.
The smooth test case is V(r) = -D exp(-r^2/b^2). In a radial momentum basis
sigma.p is the diagonal matrix k between upper and lower components.
For V = -1/r the 1s expectation value of the DKH2 term is tested against
4/(3 pi c^3), which shows where the formal expansion fails.
"""
import numpy as np
import sympy as sp
from scipy.special import ive, spherical_jn
from scipy.constants import fine_structure, physical_constants

# ---------- symbolic tests: kinematic factors and commutators ----------
x = sp.symbols("x", positive=True)          # x = p/c
e_sym = sp.sqrt(1 + x**2)
kinetic = sp.series(e_sym - 1, x, 0, 8).removeO()
A_series = sp.series(sp.sqrt((1 + e_sym) / (2 * e_sym)), x, 0, 4).removeO()
P_series = sp.series(x / (1 + e_sym), x, 0, 3).removeO()
assert sp.expand(kinetic - (x**2/2 - x**4/8 + x**6/16)) == 0
assert sp.expand(A_series - (1 - x**2/8)) == 0
assert sp.expand(P_series - x/2) == 0

coords = sp.symbols("X Y Z", real=True)
V_sym = sp.Function("V")(*coords)
spinor = sp.Matrix([sp.Function("f")(*coords), sp.Function("g")(*coords)])
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]


def sigma_p(s):
    total = sp.zeros(2, 1)
    for matrix, q in zip(pauli, coords):
        total += -sp.I * matrix * s.diff(q)
    return total


def commutator(s):
    return sigma_p(V_sym * s) - V_sym * sigma_p(s)


double = sigma_p(commutator(spinor)) - commutator(sigma_p(spinor))
gradient = [V_sym.diff(q) for q in coords]
laplacian = sum(V_sym.diff(q, 2) for q in coords)
momentum = [-sp.I * spinor.diff(q) for q in coords]
spin_orbit_sym = sp.zeros(2, 1)
for i in range(3):
    j, m = (i + 1) % 3, (i + 2) % 3
    spin_orbit_sym += pauli[i] * (gradient[j]*momentum[m]
                                  - gradient[m]*momentum[j])
difference = -double/8 - laplacian*spinor/8 - spin_orbit_sym/4
assert difference.applyfunc(lambda s: sp.expand(s.doit())) == sp.zeros(2, 1)
square = commutator(commutator(spinor)) + sum(g**2 for g in gradient)*spinor
assert square.applyfunc(lambda s: sp.expand(s.doit())) == sp.zeros(2, 1)

# ---------- Gaussian well in a radial momentum basis ----------
depth, width = 20.0, 1.5
c_phys = 1.0 / fine_structure


def gauss_grid(lower, upper, number):
    nodes, weights = np.polynomial.legendre.leggauss(number)
    half = 0.5 * (upper - lower)
    return lower + half * (nodes + 1), half * weights


k, wk = gauss_grid(0.0, 24.0, 120)
r, wr = gauss_grid(0.0, 10.0, 240)


def well_matrix(l):
    a = 1 / width**2
    kk = np.outer(k, k)
    kernel = (-depth * np.sqrt(kk) / (2*a) * ive(l + 0.5, kk/(2*a))
              * np.exp(-(k[:, None] - k[None, :])**2 / (4*a)))
    return kernel * np.sqrt(np.outer(wk, wk))


V_l = {l: well_matrix(l) for l in range(3)}


def level(H, index=0):
    """Eigenvalue refined by the Rayleigh quotient, and its vector."""
    vec = np.linalg.eigh(H)[1][:, index]
    return vec @ H @ vec / (vec @ vec), vec


def factors(p, c):
    e = np.sqrt(1 + (p/c)**2)
    return e, np.sqrt((1 + e)/(2*e)), (p/c)/(1 + e)


def odd_and_generator(p, c, V_up, V_low):
    e, A, P = factors(p, c)
    odd = np.outer(A, A) * (P[:, None]*V_low - V_up*P[None, :])
    return odd, odd / (c**2 * (e[:, None] + e[None, :]))


def dkh_matrices(c, V_up, V_low):
    e, A, P = factors(k, c)
    H1 = np.diag(k**2/(1 + e)) + np.outer(A, A)*(V_up + np.outer(P, P)*V_low)
    odd, W = odd_and_generator(k, c, V_up, V_low)
    return H1, H1 + 0.5*(W @ odd.T + odd @ W.T)


def dirac_matrix(c, V_up, V_low):
    coupling = np.diag(c*k)
    return np.block([[V_up, coupling],
                     [coupling, V_low - 2*c**2*np.eye(len(k))]])


def energies(c, V_up, V_low):
    H1, H2 = dkh_matrices(c, V_up, V_low)
    return (level(H1)[0], level(H2)[0],
            level(dirac_matrix(c, V_up, V_low), len(k))[0])


# explicit free-particle rotation of the Dirac matrix against the DKH blocks
c_test = 20.0
_, A_t, P_t = factors(k, c_test)
U0 = np.block([[np.diag(A_t), np.diag(A_t*P_t)],
               [-np.diag(A_t*P_t), np.diag(A_t)]])
rotated = U0 @ dirac_matrix(c_test, V_l[0], V_l[1]) @ U0.T
n = len(k)
assert np.allclose(rotated[:n, :n], dkh_matrices(c_test, V_l[0], V_l[1])[0],
                   atol=1e-9)
assert np.allclose(rotated[:n, n:],
                   odd_and_generator(k, c_test, V_l[0], V_l[1])[0], atol=1e-9)

# derivatives of the well on the radial grid
V_r = -depth*np.exp(-r**2/width**2)
dV = -2*r/width**2 * V_r
d2V = (-2/width**2 + 4*r**2/width**4) * V_r

print(f"well depth D = {depth:.1f} hartree")
print(f"well width b = {width:.1f} bohr")
print(f"speed of light c = {c_phys:.6f} a.u.")

channels = [("s1/2", -1, 0, 1), ("p1/2", 1, 1, 0), ("p3/2", -2, 1, 2)]
dkh1_level, dirac_level, so_term = {}, {}, {}
for name, kappa, l, lbar in channels:
    V_up, V_low = V_l[l], V_l[lbar]
    E_nr, vec = level(np.diag(k**2/2) + V_up)
    radial = np.sqrt(2/np.pi) * (
        spherical_jn(l, np.outer(r, k)) @ (np.sqrt(wk)*k*vec))
    density = wr * r**2 * radial**2
    assert abs(density.sum() - 1) < 1e-8
    assert abs(density @ V_r - vec @ V_up @ vec) < 1e-7

    # position-space coefficients; p^2 phi = 2(E-V) phi
    mass_velocity = -0.5 * (density @ (E_nr - V_r)**2)
    darwin = density @ (d2V + 2*dV/r) / 8
    spin_orbit = -(1 + kappa) * (density @ (dV/r)) / 4
    grad_term = density @ dV**2 / 8
    pauli_sum = mass_velocity + darwin + spin_orbit

    # coefficients of 1/c^2 and 1/c^4 extrapolated from eigenvalues
    low, high = energies(50.0, V_up, V_low), energies(100.0, V_up, V_low)

    def extrapolate(f50, f100):
        return (4*f100 - f50)/3

    coef2 = extrapolate(50.0**2*(low[0] - E_nr), 100.0**2*(high[0] - E_nr))
    coef4 = extrapolate(50.0**4*(low[1] - low[0]), 100.0**4*(high[1] - high[0]))
    coef4_dirac = extrapolate(50.0**4*(low[2] - low[0]),
                              100.0**4*(high[2] - high[0]))
    assert abs(coef2 - pauli_sum) < 1e-4*abs(mass_velocity)
    assert abs(coef4 - grad_term) < 1e-3*grad_term
    assert abs(coef4_dirac - grad_term) < 2e-3*grad_term

    E1, E2, E_dirac = energies(c_phys, V_up, V_low)
    assert abs((E2 - E1)*c_phys**4/grad_term - 1) < 0.02
    dkh1_level[name], dirac_level[name] = E1, E_dirac
    so_term[name] = spin_orbit/c_phys**2
    print(f"{name}: nonrelativistic E = {E_nr:.8f} hartree")
    print(f"{name}: mass-velocity = {mass_velocity/c_phys**2:.6e} hartree")
    print(f"{name}: Darwin = {darwin/c_phys**2:.6e} hartree")
    print(f"{name}: spin-orbit = {so_term[name]:.6e} hartree")
    print(f"{name}: sum of three = {pauli_sum/c_phys**2:.6e} hartree")
    print(f"{name}: E(DKH1)-E(nonrel) = {E1 - E_nr:.6e} hartree")
    print(f"{name}: E(DKH2)-E(DKH1) = {E2 - E1:.3e} hartree")
    print(f"{name}: E(Dirac)-E(DKH1) = {E_dirac - E1:.3e} hartree")
    print(f"{name}: <(grad V)^2>/(8c^4) = {grad_term/c_phys**4:.3e} hartree")
    print(f"{name}: c^4 coefficient, DKH2-DKH1 = {coef4:.3f} a.u.")
    print(f"{name}: <(grad V)^2>/8 = {grad_term:.3f} a.u.")

split_so = so_term["p3/2"] - so_term["p1/2"]
split_dkh1 = dkh1_level["p3/2"] - dkh1_level["p1/2"]
split_dirac = dirac_level["p3/2"] - dirac_level["p1/2"]
assert abs(split_so/split_dirac - 1) < 0.01
assert abs(split_dkh1/split_dirac - 1) < 0.01
to_cm = physical_constants["hartree-inverse meter relationship"][0]/100
print(f"p splitting, spin-orbit term = {split_so:.6e} hartree")
print(f"p splitting, DKH1 = {split_dkh1:.6e} hartree")
print(f"p splitting, Dirac = {split_dirac:.6e} hartree")
print(f"p splitting, Dirac = {split_dirac*to_cm:.2f} cm^-1")

# power of 1/c in the largest error among the three levels
largest = {}
for c in (16.0, 32.0):
    errors = []
    for _, _, l, lbar in channels:
        E1, E2, E_dirac = energies(c, V_l[l], V_l[lbar])
        errors.append((abs(E1 - E_dirac), abs(E2 - E_dirac)))
    largest[c] = np.max(errors, axis=0)
power1, power2 = np.log2(largest[16.0]/largest[32.0])
# next allowed powers differ by 2; finite c shifts the local exponent
assert abs(power1 - 4) < 0.7
assert abs(power2 - 8) < 0.7
print(f"DKH1 error falls as c^-n, c=16 to 32: n = {power1:.2f}")
print(f"DKH2 error falls as c^-n, c=16 to 32: n = {power2:.2f}")


# ---------- Coulomb 1s state, Z = 1: unexpanded DKH2 term ----------
def coulomb_dkh2(c):
    t = np.linspace(np.log(1e-4), np.log(1e3*c), 900)
    q = np.exp(t)
    weight = q*(t[1] - t[0])
    wave = q*np.sqrt(32/np.pi)/(q**2 + 1)**2
    gap = np.abs(q[:, None] - q[None, :])
    np.fill_diagonal(gap, 1.0)
    Q0 = np.log1p(2*np.minimum(q[:, None], q[None, :])/gap)
    Q1 = (q[:, None]**2 + q[None, :]**2)/(2*np.outer(q, q))*Q0 - 1
    odd, W = odd_and_generator(q, c, -Q0/np.pi, -Q1/np.pi)
    # finite diagonal limit: the logarithms cancel there
    e, A, P = factors(q, c)
    np.fill_diagonal(odd, A**2*P/np.pi)
    np.fill_diagonal(W, A**2*P/np.pi/(2*c**2*e))
    bra = weight*wave
    return np.sum(weight*(bra @ W)*(bra @ odd))


shift_3, shift_4 = coulomb_dkh2(1e3), coulomb_dkh2(1e4)
limit_4 = 4/(3*np.pi*1e4**3)
power_coulomb = np.log10(shift_3/shift_4)
assert abs(shift_4/limit_4 - 1) < 0.01
assert abs(power_coulomb - 3) < 0.05
print(f"Coulomb 1s, Z=1: <DKH2 term> = {coulomb_dkh2(c_phys):.3e} hartree")
print(f"Coulomb 1s: 4/(3 pi c^3) = {4/(3*np.pi*c_phys**3):.3e} hartree")
print(f"Coulomb 1s: ratio to limit at c=10^4 = {shift_4/limit_4:.4f}")
print(f"Coulomb 1s: falls as c^-n, n = {power_coulomb:.3f}")

print("all assertions hold")
```

It prints:

```
well depth D = 20.0 hartree
well width b = 1.5 bohr
speed of light c = 137.035999 a.u.
s1/2: nonrelativistic E = -14.10196302 hartree
s1/2: mass-velocity = -3.422102e-04 hartree
s1/2: Darwin = 2.664718e-04 hartree
s1/2: spin-orbit = 0.000000e+00 hartree
s1/2: sum of three = -7.573836e-05 hartree
s1/2: E(DKH1)-E(nonrel) = -7.576153e-05 hartree
s1/2: E(DKH2)-E(DKH1) = 2.646e-08 hartree
s1/2: E(Dirac)-E(DKH1) = 2.646e-08 hartree
s1/2: <(grad V)^2>/(8c^4) = 2.648e-08 hartree
s1/2: c^4 coefficient, DKH2-DKH1 = 9.338 a.u.
s1/2: <(grad V)^2>/8 = 9.338 a.u.
p1/2: nonrelativistic E = -10.47617451 hartree
p1/2: mass-velocity = -6.921956e-04 hartree
p1/2: Darwin = 2.109668e-04 hartree
p1/2: spin-orbit = -3.479821e-04 hartree
p1/2: sum of three = -8.292110e-04 hartree
p1/2: E(DKH1)-E(nonrel) = -8.290583e-04 hartree
p1/2: E(DKH2)-E(DKH1) = 3.607e-08 hartree
p1/2: E(Dirac)-E(DKH1) = 3.607e-08 hartree
p1/2: <(grad V)^2>/(8c^4) = 3.610e-08 hartree
p1/2: c^4 coefficient, DKH2-DKH1 = 12.731 a.u.
p1/2: <(grad V)^2>/8 = 12.731 a.u.
p3/2: nonrelativistic E = -10.47617451 hartree
p3/2: mass-velocity = -6.921956e-04 hartree
p3/2: Darwin = 2.109668e-04 hartree
p3/2: spin-orbit = 1.739911e-04 hartree
p3/2: sum of three = -3.072378e-04 hartree
p3/2: E(DKH1)-E(nonrel) = -3.072556e-04 hartree
p3/2: E(DKH2)-E(DKH1) = 3.606e-08 hartree
p3/2: E(Dirac)-E(DKH1) = 3.606e-08 hartree
p3/2: <(grad V)^2>/(8c^4) = 3.610e-08 hartree
p3/2: c^4 coefficient, DKH2-DKH1 = 12.731 a.u.
p3/2: <(grad V)^2>/8 = 12.731 a.u.
p splitting, spin-orbit term = 5.219732e-04 hartree
p splitting, DKH1 = 5.218027e-04 hartree
p splitting, Dirac = 5.218027e-04 hartree
p splitting, Dirac = 114.52 cm^-1
DKH1 error falls as c^-n, c=16 to 32: n = 3.94
DKH2 error falls as c^-n, c=16 to 32: n = 7.96
Coulomb 1s, Z=1: <DKH2 term> = 1.524e-07 hartree
Coulomb 1s: 4/(3 pi c^3) = 1.649e-07 hartree
Coulomb 1s: ratio to limit at c=10^4 = 0.9979
Coulomb 1s: falls as c^-n, n = 2.994
all assertions hold
```
